Band offsets from superlattice potentials by the double macroscopic average

**Result**

Let V(z) be the electron potential energy in a superlattice of materials A and B, averaged over the planes parallel to the interfaces. Deep in A it repeats with period a, deep in B with period b. Average it over a centred window of length a, then average the result over a centred window of length b:

W(z) = (1/ab) ∫_{−a/2}^{a/2} dx ∫_{−b/2}^{b/2} dy V(z + x + y).

W is constant wherever the interval from z − (a+b)/2 to z + (a+b)/2 lies in the periodic part of one layer. The constants, V_A and V_B, are the mean potentials of the two materials on a common energy scale. Their difference is the electrostatic step

ΔV = V_B − V_A.

This is not yet a band offset. If ε_A and ε_B are the band edges of the two bulk crystals, each measured from its own mean potential, the offset is

ΔE = E_B − E_A = (ε_B − ε_A) + ΔV.

The bulk crystals must have the same strain as the layers.

**Why the raw potential cannot be read**

Lengths are in nm, energies in eV, and the charge density ρ is in elementary charges per nm³, positive for ions. In Poisson's equation the in-plane second derivatives average to zero, because the crystal is periodic in the plane. An electron has potential energy −e times the electrostatic potential, which reverses the usual minus sign:

V″(z) = Kρ(z), K = e/ε₀ = 18.0951 eV nm.

In a neutral cell of length L, each Fourier component with G ≠ 0 obeys −G²V_G = Kρ_G, so

V_G = −Kρ_G/G².

The component at G = 0 is free and is set to zero. This shifts V_A and V_B equally and leaves ΔV unchanged.

The worked case is synthetic. Each layer has 20 atomic planes, with a = 0.136 nm and b = 0.146 nm, so the layers are w_A = 2.72 nm and w_B = 2.92 nm wide and L = 5.64 nm. Every plane carries N = 27 ionic charges per nm², spread as a Gaussian of width 0.020 nm, and an equal electronic charge of width 0.050 nm in A or 0.055 nm in B. At each interface, q = 0.06 e/nm² is added to the last A plane and removed from the first B plane, with Gaussian width 0.050 nm.

Define the ripple as half the peak-to-peak variation over one period. In the raw potential it is 1.97 eV in A and 2.29 eV in B, while the step turns out to be 0.467 eV in magnitude. Comparing two points of the raw curve therefore measures mainly where the points sit relative to the atoms.

**One window repairs one material**

Averaging over one period is the natural cure. Its effect on a single wave is

(1/l) ∫_{−l/2}^{l/2} e^{iG(z+x)} dx = e^{iGz} f(Gl), f(Gl) = sin(Gl/2)/(Gl/2).

At G = 0 the factor is 1, so a mean value survives. At G = 2πm/l, with m a nonzero integer, the numerator is sin(πm) = 0. A window of length a thus removes the whole oscillation of A, whatever its shape.

In B the harmonics lie at G = 2πm/b. Write a = b(1 − η). The numerator becomes

sin(πm − πmη) = −cos(πm) sin(πmη) = (−1)^{m+1} sin(πmη),

so the factor is

f = (−1)^{m+1} sin(πmη)/[πm(1 − η)] ≈ (−1)^{m+1} η for πmη ≪ 1.

The remaining ripple is of first order in the mismatch. Here η = 0.010/0.146 = 0.0685, and the full expression for m = 1 gives 0.0730. Multiplying by 2290 meV gives 167 meV, which is the computed ripple in B. With the b window alone, the ripple in A is 134 meV. Either is a large fraction of the step.

One could average over a in the A layer and over b in the B layer, and compare the two numbers. That works at the layer centres: means over single periods of the raw potential reproduced the step within 10⁻⁸ eV. But it changes the rule from place to place and gives no single curve across the interface on which flatness, and hence bulk-like behaviour, can be judged.

**Two windows repair both**

Applying both windows everywhere multiplies each component by both factors:

W_G = f(Ga) f(Gb) V_G.

The first factor removes the A harmonics and the second the B harmonics. Since the factors multiply, their order is immaterial.

A layer is finite, however, and its potential is not a sum of bulk harmonics over the whole cell. The local statement needs a real-space argument. In A write V(z) = V_A + p(z), where p has period a and zero mean. If the combined window stays in this region, the average over a gives V_A at every point that the second window samples, and the average of a constant is that constant. In B, exchange the order of the integrals and average over b first. This proves the plateau condition.

The two integrals can be merged into one weight:

W(z) = ∫ g(x) V(z + x) dx,

g(x) = max[0, min(a, b, (a+b)/2 − |x|)]/(ab).

The numerator is the overlap length of two intervals of lengths a and b whose centres are a distance |x| apart. As a function of x it is a trapezoid with top |a − b|, base a + b and height min(a, b). Its area is

½(|a − b| + a + b) min(a, b) = max(a, b) min(a, b) = ab,

so g integrates to 1. As a test, this integral was evaluated by quadrature at three points, two of them within 0.11 nm of an interface. It agreed with the Fourier filter within 10⁻⁸ eV.

Because g is positive and normalized, it also limits the damage from imperfect data. If V differs from its bulk form by at most η_V inside the window, then

|W − V_A| = |∫ g(x) δV(z + x) dx| ≤ η_V ∫ g(x) dx = η_V.

**How precisely must the windows match?**

Suppose both windows have the mean length l = (a + b)/2. Relative to A, l = a(1 + h) with h = (b − a)/(2a) = 0.0368. For the first harmonic, sin[π(1 + h)] = −sin(πh), and the two equal factors give

f² = {sin(πh)/[π(1 + h)]}² ≈ h².

The ripple is now of second order. The full expression gives 0.00125, and 1971 meV × 0.00125 = 2.5 meV, as computed. In B the ripple is 2.9 meV. With matched windows both ripples vanish to the printed accuracy. With window a correct and window b too long by 1%, B keeps 1.7 meV: the a window supplies a factor of 0.073 and the wrong b window a factor of about 0.01.

A slightly wrong window leaves a ripple but does not move the mean over a complete period, since f(0) = 1. The period that matters is that of the planar average. It equals the plane spacing if successive planes have the same averaged profile. If cation and anion planes alternate, it spans two planes.

**An independent value for the step**

A flat curve could still be flat at the wrong height, so the step needs a separate derivation. Let one isolated plane have charge density r(z), neutral and symmetric about z = 0, and potential energy u(z), with u″ = Kr. Neutrality makes the slope vanish on both sides, and symmetry makes the two outer levels equal; take them as zero. Integrate by parts twice:

∫ z²u″ dz = [z²u′ − 2zu] + 2∫ u dz = 2∫ u dz.

The boundary term vanishes because the charge is localized. Hence

∫ u dz = (K/2) ∫ z²r(z) dz.

In a bulk stack with spacing a, the tails of all planes that fall within one period add up to the complete integral of u for one plane. Dividing by a gives the mean potential. For the Gaussian planes, with electronic width s, it is

M = KN(s_ion² − s²)/(2a).

For A this is

M_A = 18.0951 × 27 × (0.0004 − 0.0025)/(2 × 0.136) = −3.772 eV.

The same formula with s = 0.055 nm and spacing b gives M_B = −4.392 eV. Both are negative because the electronic cloud is wider than the ionic charge, leaving a region of low electron energy around the ions.

The charge moved at the interface adds a dipole step. For any neutral localized charge,

u(∞) − u(−∞) = ∫ u′ dz = [zu′] − ∫ zu″ dz = −K ∫ zr(z) dz.

With +q on the A side and −q on the B side, a distance d = (a + b)/2 = 0.141 nm apart, the integral of zr is −qd. The step from A to B is therefore

+Kqd = 18.0951 × 0.06 × 0.141 = 0.153 eV.

Its sign is as expected: an electron has higher energy on the side of the negative charge. In total,

ΔV = −4.392 + 3.772 + 0.153 = −0.467 eV.

The double average gives plateaus at 0.2419 eV in A and −0.2251 eV in B, hence also ΔV = −0.467 eV. The two routes differ by about 3 × 10⁻¹² eV. One uses moments of the charge; the other uses Poisson's equation on a grid followed by filtering.

**From the step to the offset**

In the bulk-like part of layer X, the potential is V_X plus a zero-mean oscillation. Adding the constant V_X to a Hamiltonian shifts every eigenvalue by V_X, so

E_X = V_X + ε_X.

Subtracting this for A from this for B gives the offset formula. In a first-principles calculation, the potential averaged in the superlattice must be of the same kind as the reference potential in the bulk runs, with the same treatment of the ions. Otherwise the reference levels do not cancel.

In the one-dimensional model crystal, the bottom of the lowest band lies at ε_A = −0.0238 eV and ε_B = −0.0368 eV. Its offset is

ΔE = −0.0130 − 0.4670 = −0.480 eV.

The top of the same band lies at 19.342 eV and 16.492 eV, so its offset is

ΔE = −2.850 − 0.467 = −3.317 eV.

The step is the same but the offsets are very different. To first order in the periodic potential, the band top is the free-electron energy ħ²π²/(2ma²) lowered by the magnitude of the first Fourier component. That component is about half the raw ripple, 0.99 eV in A and 1.14 eV in B. Adding it back gives kinetic energies of about 20.33 and 17.64 eV. Their ratio, 1.15, equals (b/a)², as it should. Thus about 2.7 eV of the 2.85 eV comes from the difference in spacing.

Both offsets were tested without macroscopic averaging. One period was cut from the raw potential at the centre of each layer and repeated, and its band edges were computed on the superlattice energy scale. The differences agreed with the offset formula within 10⁻⁷ eV.

An envelope function should feel the band-bottom offset as a square well. Take depth U = 0.480 eV, well width w_B, barrier width w_A and the free-electron mass. The lowest superlattice state is even about both layer centres: it varies as cos(kz) in the well and as cosh(κz′) in the barrier, with z and z′ measured from the respective centres. Matching the slope divided by the amplitude at the interface gives

k tan(kw_B/2) = κ tanh(κw_A/2), κ² = 2mU/ħ² − k².

The solution has confinement energy ħ²k²/(2m) = 30.9 meV. The predicted level is

−0.2251 − 0.0368 + 0.0309 = −0.2310 eV.

Diagonalizing the full superlattice potential gives −0.2313 eV. The difference, 0.24 meV, is under 1% of the confinement energy. To first order, about 0.18 meV of it comes from the spatial spread of the dipole step of +0.153 eV; this part opposes the net step, so its broadening lowers the level. About 0.05 meV comes from the effective masses, which are 0.1–0.2% above the free-electron mass. The doubly averaged curve W should not be used as the wall shape here: the windows broaden the whole step, and replacing the sharp step by W raises the level by about 0.2 meV. The barrier amplitude decays over 1/κ = 0.29 nm, far less than the barrier width, so neighbouring wells are weakly coupled.

**How thick must the layers be?**

The window spans a + b = 0.282 nm, and the layer must also hold the regions disturbed by the interfaces. With the plane profiles and charge transfer held fixed, the step error is 2.0 meV for two planes per layer, −2.5 meV for three, −0.14 meV for four, and less than 0.0001 meV in magnitude for six or eight. Two planes cannot satisfy the plateau condition, so their modest error belongs to this charge model and is no general licence for such thin layers.

Atomic relaxation or slow screening can reach further. Model it by a deviation that equals δ at both interfaces of A and decays over a length λ:

δV(x) = δ cosh(x/λ)/cosh(w_A/2λ),

with x measured from the layer centre. Averaging over a window of length l gives

(1/l) ∫_{−l/2}^{l/2} cosh[(x+y)/λ] dy = cosh(x/λ) S(l), S(l) = sinh(l/2λ)/(l/2λ).

The term odd in y has dropped out. After both windows, the error at the centre is

δ S(a)S(b)/cosh(w_A/2λ).

For δ = 50 meV and λ = 0.30 nm this is 1.1 meV. If the layer is much wider than λ and the windows are shorter than λ, the error is close to 2δ exp(−w_A/2λ). An error below τ then requires

w_A > 2λ ln(2δ/τ).

For τ = 1 meV this gives about 2.8 nm. This bounds the error of one plateau; the step collects the errors of both layers, and tails of opposite sign in A and B add, giving about 2τ for two such layers. The rule assumes exponential decay; an internal field does not decay and needs another treatment.

**Layers with an internal field**

Polar interfaces can carry sheet charges. Put +σ at the interface where A is followed by B, and −σ at the next one. Each layer then has a linear potential besides its periodic part. Since g is symmetric,

∫ g(x)(z + x) dx = z,

so straight lines pass through the average unchanged. There are no flat plateaus, but two sloping lines. Extrapolate both to the interface and take the difference there.

Let the slopes be F_A and F_B. Poisson's equation gives F_B − F_A = Kσ. Periodicity requires F_A w_A + F_B w_B = 0, provided the steps at the two interfaces are equal and cancel around the cell, as they do in this model. Therefore

F_A = −Kσw_B/L, F_B = Kσw_A/L.

For σ = 0.02 e/nm² the slopes correspond to −1.87 and 1.75 MV/cm. The extrapolated step remains −0.467 eV. It depends on where the interface is placed: moving the chosen plane by s changes it by (F_B − F_A)s = Kσs, which is 18 meV for s = 0.05 nm.

The difference between the layer centres gives the same step:

F_A w_A/2 + ΔV + F_B w_B/2 = ΔV.

This removes the choice only in part. Moving the two interface planes by s₁ and s₂ moves both centres by (s₁ + s₂)/2 and changes the difference by Kσ(s₁ + s₂)/2. The change vanishes when the planes move as mirror images, s₂ = −s₁, but it is again 18 meV when both move 0.05 nm the same way. In a real polar stack the two interfaces need not be mirror images, so the placement must be stated.

If the interfaces are inequivalent, with step D₁ from A to B at the first and step −D₂ from B to A at the second, periodicity gives F_A w_A + F_B w_B = D₂ − D₁. The centre difference becomes D₁ + (D₂ − D₁)/2 = (D₁ + D₂)/2, the average of the two steps and not either one.

**The procedure**

1. Relax the superlattice and take the planar average of its potential.
2. Find the periods a and b from the relaxed layer interiors.
3. Multiply the Fourier components by f(Ga)f(Gb) and transform back. The windows need not then be whole numbers of grid points; here a spans 24.7 points of a 1024-point grid. Halving the number of points changed the step by less than 10⁻¹² eV.
4. Check that the curve is flat, or straight if a field is present, and that ΔV is stable when the layers are thickened.
5. Compute the bulk edges at the strain of the layers and add their difference.

The true spacing of the layers matters more than the exact window lengths. If the B layers really have a spacing 1% larger, with the plane charges unchanged, M_B rises by 43.5 meV and the longer interface dipole adds 0.8 meV. The step changes by 44 meV even with perfectly matched windows. A window that is merely 1% too long costs a ripple of 1.7 meV.

**The model beside silicon and germanium**

The spacings are roughly those of silicon and of germanium strained to match silicon (001), and 27 charges per nm² is roughly four valence electrons per atom on such planes. The charge profiles are invented, so the offsets do not predict those of Si/Ge. In the real system the germanium valence edge lies higher, by some tenths of an eV; both model offsets have the opposite sign, and −3.3 eV is also far too large in magnitude. The model field of almost 2 MV/cm is also well above the rough bulk breakdown field of silicon, a few tenths of an MV/cm, though strongly polar layers can reach such values.

A real valence edge also needs spin–orbit coupling, which a scalar potential lacks. In an unstrained cubic crystal, coupling with splitting Δ raises four of the six valence-edge states by Δ/3 and lowers two by 2Δ/3, keeping their mean fixed. With rough splittings of 0.04 eV in silicon and 0.30 eV in germanium, the germanium edge rises relative to silicon by (0.30 − 0.04)/3 ≈ 0.09 eV. Strain splits the germanium edge further. For compression in the (001) plane, as here, the upper edge still gains Δ/3 relative to its strained position without the coupling, provided Δ itself is unchanged; under in-plane tension it would gain less. Errors of the chosen density functional in the band edges enter through ε_A and ε_B; they are not sized here, and no refinement of the averaging removes them. The full set of values is in the numerical output below.

Computed values

```
K = e/eps0: 18.0951 eV nm
spacings a, b: 0.136, 0.146 nm; planes per layer: 20
layer widths A, B: 2.72, 2.92 nm
ionic charge per plane N: 27.0 e/nm^2
widths s_ion, s_A, s_B: 0.020, 0.050, 0.055 nm
moved charge q: 0.060 e/nm^2, its width: 0.050 nm
moment-formula mean, A: -3.7720 eV
moment-formula mean, B: -4.3921 eV
interface dipole step: 0.1531 eV
predicted step V_B - V_A: -0.4670 eV
plateau A, plateau B: 0.2419, -0.2251 eV
extracted step V_B - V_A: -0.4670 eV
extracted minus predicted: -2.8e-12 eV
step shift, grid 1024 to 512: 8.3e-13 eV
ripple (half of peak-to-peak) in A and B, meV:
  no window: 1971.001, 2289.916
  a only: 0.000, 167.016
  b only: 133.765, 0.000
  a and b: 0.000, 0.000
  (a+b)/2 twice: 2.467, 2.868
  a and 1.01 b: 0.000, 1.653
step error with 2 planes per layer: 2.0379 meV
step error with 4 planes per layer: -0.1440 meV
step error with 6 planes per layer: -0.0000 meV
step error with 8 planes per layer: -0.0000 meV
slow tail at interface: 50 meV, decay 0.30 nm
slow-tail error at centre of A: 1.094 meV
step change for b larger by 1%: 44.3 meV
sheet charge sigma: 0.020 e/nm^2
slope of V in A, B: -1.874, 1.745 MV/cm (times e)
extrapolated step with field: -0.4670 eV
step change, plane moved 0.05 nm: 18.1 meV
band bottom above mean, A, B: -0.0238, -0.0368 eV
band bottom offset E_B - E_A: -0.4801 eV
band top above mean, A, B: 19.3420, 16.4921 eV
band top offset E_B - E_A: -3.3169 eV
envelope confinement energy in B: 30.88 meV
ground level, envelope model: -0.2310 eV
ground level, full superlattice: -0.2313 eV
level difference: -0.24 meV
amplitude decay length in barrier: 0.291 nm
rough spin-orbit splittings Si, Ge: 0.04, 0.30 eV
rough spin-orbit change of valence offset: 0.09 eV
```
